# Polarization and pumped charge of the half-filled Rice–Mele chain: a program that tests the result

```python
"""
Result under test: in the half-filled spinless Rice-Mele chain the Wannier
centre moves by exactly one cell (one electron pumped) when the parameters
(delta, Delta) go once counterclockwise around the gapless point (0, 0).

Symbols
  a              cell length; site A at 0, site B at a/2 in each cell
  +Delta, -Delta site energies of A and B
  -(t+delta)     hopping inside a cell;  -(t-delta)  hopping to the next cell
  kappa = k a/2  half the Bloch phase;  E = positive band energy
  theta          loop angle: delta = d0 cos(theta), Delta = D0 sin(theta)
  centre         Wannier centre of the filled band in units of a, modulo 1
Energies in eV, lengths in nm, times in fs.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad

HBAR = const.hbar / const.e * 1e15          # eV fs
KB = const.k / const.e                      # eV / K
t, d0, D0, a = 2.0, 0.85, 1.70, 0.52
basal = 0.32                                # nm, rough basal lattice constant
field = 0.30                                # V/nm, i.e. 3 MV/cm
temperature = 500.0                         # K
frequency = 10e9                            # Hz


def band_energy(kappa, delta, Delta):
    return np.sqrt(Delta**2 + 4*t**2*np.cos(kappa)**2
                   + 4*delta**2*np.sin(kappa)**2)


def centre_berry(delta, Delta, nk=2000):
    """Wannier centre from the discretized Berry phase of eigenvectors."""
    kappa = np.pi*np.arange(nk)/nk
    f = -(t+delta)*np.exp(1j*kappa) - (t-delta)*np.exp(-1j*kappa)
    h = np.zeros((nk, 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = Delta, -Delta
    h[:, 0, 1], h[:, 1, 0] = f, f.conj()
    u = np.linalg.eigh(h)[1][:, :, 0]
    following = np.roll(u, -1, axis=0)
    following[-1] = u[0]*np.array([1, -1])  # closing condition, B at a/2
    overlaps = np.sum(u.conj()*following, axis=1)
    return -np.angle(np.prod(overlaps))/(2*np.pi)


def centre_formula(delta, Delta):
    """Closed form with the complete elliptic integral of the third kind."""
    if abs(delta) < 1e-12:                  # one-sided limits
        return 0.5 if Delta > 0 else 0.0
    n = 1 - (delta/t)**2
    m = 4*(t**2-delta**2)/(Delta**2+4*t**2)
    third_kind = float(mp.ellippi(n, m))
    return (np.sign(delta)/4 + delta*Delta*third_kind
            / (2*np.pi*t*np.sqrt(Delta**2+4*t**2)))


# --- closed form against Berry phase, also for |delta| > t
worst_centre = 0.0
for delta, Delta in [(0.85, 0.0), (0.6, 1.2), (-0.6, 1.2), (-0.3, -1.5),
                     (0.4, -0.7), (2.6, 1.0), (-3.0, 2.0), (0.0, 1.7),
                     (0.0, -1.7)]:
    diff = centre_formula(delta, Delta) - centre_berry(delta, Delta)
    worst_centre = max(worst_centre, abs(diff-round(diff)))
assert worst_centre < 1e-5                  # Berry sum has an O(1/nk^2) error

# --- gap, by scan over k and over the loop, and outside |delta| < t
scan = np.linspace(0, np.pi, 2001)
angles = np.linspace(0, 2*np.pi, 361)
gaps = [2*band_energy(scan, d0*np.cos(q), D0*np.sin(q)).min() for q in angles]
assert np.allclose(gaps, 2*np.sqrt((D0*np.sin(angles))**2
                                   + 4*(d0*np.cos(angles))**2), atol=1e-6)
assert abs(2*band_energy(scan, 3.0, 1.0).min() - 2*np.sqrt(1+4*t**2)) < 1e-6


# --- continuous following of the centre on several loops
def pumped(path, turns=1):
    q = np.linspace(0, 2*np.pi*turns, 160*abs(turns)+1)
    c = np.unwrap([centre_berry(*path(x), nk=200) for x in q], period=1)
    assert np.max(np.abs(np.diff(c))) < 0.25    # unambiguous following
    return c[-1]-c[0]


def loop(q):
    return d0*np.cos(q), D0*np.sin(q)


def displaced(q):
    return 0.3+d0*np.cos(q), 0.4+D0*np.sin(q)


def missing(q):
    return 1.2+d0*np.cos(q), D0*np.sin(q)


shift_loop, shift_displaced = pumped(loop), pumped(displaced)
shift_missing, shift_back = pumped(missing), pumped(loop, -1)
shift_twice = pumped(loop, 2)
for value, expected in [(shift_loop, 1), (shift_displaced, 1),
                        (shift_missing, 0), (shift_back, -1),
                        (shift_twice, 2)]:
    assert abs(value-expected) < 1e-8
track = np.unwrap([centre_formula(*loop(q)) for q in angles], period=1)
assert np.all(np.diff(track) > 0) and abs(track[-1]-track[0]-1) < 1e-8


# --- slope of the centre and total curvature
def curvature(kappa, q):
    E = band_energy(kappa, d0*np.cos(q), D0*np.sin(q))
    return t*d0*D0*(1-np.sin(q)**2*np.cos(kappa)**2)/(np.pi*E**3)


for q in (0.7, 2.5, 4.0):
    step = 1e-4
    slope = (centre_formula(*loop(q+step))
             - centre_formula(*loop(q-step)))/(2*step)
    assert abs(slope-quad(curvature, 0, np.pi, args=(q,))[0]) < 1e-6
total_curvature = dblquad(curvature, 0, 2*np.pi, 0, np.pi,
                          epsabs=1e-8, epsrel=1e-8)[0]
assert abs(total_curvature-1) < 1e-6


# --- time-dependent Schroedinger equation for two-component Bloch states
def lower_state(f, z):
    E = np.sqrt(np.abs(f)**2+z**2)
    norm = np.sqrt(np.abs(f)**2+(E+z)**2)
    return f/norm, -(E+z)/norm


def advance(up, dn, f, z, dt):
    E = np.sqrt(np.abs(f)**2+z**2)
    c, s = np.cos(E*dt/HBAR), -1j*np.sin(E*dt/HBAR)/E
    return c*up+s*(z*up+f*dn), c*dn+s*(np.conj(f)*up-z*dn)


def electrons_crossing(duration, nk=64):
    """Electrons passing a cell boundary to the right in one smooth cycle."""
    steps = int(max(2000, 200*duration))
    dt = duration/steps
    phase = np.exp(-2j*np.pi*np.arange(nk)/nk)

    def parameters(s):
        return loop(2*np.pi*s-np.sin(2*np.pi*s))

    delta, Delta = parameters(0.0)
    up, dn = lower_state(-(t+delta)-(t-delta)*phase, Delta)
    count = 0.0
    for i in range(steps+1):
        delta, Delta = parameters(i/steps)
        rate = np.mean(2*np.real(np.conj(up)*1j*(t-delta)*phase*dn))/HBAR
        count += rate*dt*(0.5 if i in (0, steps) else 1.0)
        if i < steps:
            delta, Delta = parameters((i+0.5)/steps)
            up, dn = advance(up, dn, -(t+delta)-(t-delta)*phase, Delta, dt)
    return count


durations = (1.0, 3.0, 10.0, 30.0)
crossed = [electrons_crossing(T) for T in durations]
assert abs(crossed[-1]-1) < 1e-3
assert abs(crossed[0]-1) > 10*abs(crossed[-1]-1)


# --- interband tunnelling in a static field, linearized bands
def tunnelling(delta, Delta, F):
    return np.exp(-np.pi*(Delta**2+4*delta**2)
                  / (a*np.sqrt(t**2-delta**2)*F))


small_gap, test_field, steps = 0.1, 0.03, 20000
dt = 2*np.pi*HBAR/(a*test_field)/steps
up, dn = lower_state(-2*t+0j, small_gap)
for i in range(steps):
    kappa = np.pi*(i+0.5)/steps
    up, dn = advance(up, dn, -2*t*np.cos(kappa)+0j, small_gap, dt)
lo_up, lo_dn = lower_state(2*t+0j, small_gap)
tunnel_evolved = 1-abs(np.conj(lo_up)*up+np.conj(lo_dn)*dn)**2
tunnel_formula = tunnelling(0.0, small_gap, test_field)
assert abs(tunnel_evolved-tunnel_formula) < 0.01
tunnel_loop = max(tunnelling(*loop(q), field) for q in angles)


# --- real-space ring, many-electron position phase, with site disorder
def ring_centres(disorder, qs, cells):
    A = 2*np.arange(cells)
    B, A_next = A+1, (A+2) % (2*cells)
    twist = np.exp(2j*np.pi*np.arange(2*cells)/(2*cells))
    phases, ring_gap = [], np.inf
    for q in qs:
        delta, Delta = loop(q)
        H = np.diag(disorder.astype(float))
        H[A, A] += Delta
        H[B, B] -= Delta
        H[A, B] = H[B, A] = -(t+delta)
        H[A_next, B] = H[B, A_next] = -(t-delta)
        energy, vec = np.linalg.eigh(H)
        ring_gap = min(ring_gap, energy[cells]-energy[cells-1])
        occ = vec[:, :cells]
        z = np.linalg.det(occ.T @ (twist[:, None]*occ))
        phases.append(np.angle(z)/(2*np.pi))
    return np.unwrap(phases, period=1), ring_gap


clean = ring_centres(np.zeros(122), [0.8], 61)[0][0]
diff = clean-centre_formula(*loop(0.8))
assert abs(diff-round(diff)) < 2e-3         # finite ring: O(1/cells^2) error
half_width = 0.5
noise = np.random.default_rng(3).uniform(-half_width, half_width, 62)
ring, ring_gap = ring_centres(noise, np.linspace(0, 2*np.pi, 121), 31)
assert np.max(np.abs(np.diff(ring))) < 0.25
assert abs(ring[-1]-ring[0]-1) < 1e-8 and ring_gap > 2.4-1e-9

# --- thermal excitation and device-scale numbers
excited = max(np.mean(np.exp(-band_energy(scan[:-1], *loop(q))
                             / (KB*temperature))) for q in angles)
area = np.sqrt(3)/2*basal**2                # nm^2 per chain
sheet = const.e*1e6/(area*1e-14)            # microcoulomb per cm^2
photon = const.h*frequency/const.e

print(f"mean hopping t = {t:.2f} eV")
print(f"hopping amplitude d0 = {d0:.2f} eV")
print(f"site-energy amplitude D0 = {D0:.2f} eV")
print(f"cell length a = {a:.2f} nm")
print(f"smallest gap on loop = {min(gaps):.4f} eV")
print(f"largest value of the minimum gap on loop = {max(gaps):.4f} eV")
for degree in range(0, 361, 45):
    print(f"theta = {degree:3d} deg: centre = {track[degree]:.5f} a")
print(f"worst |closed form - Berry phase| = {worst_centre:.1e} a")
print(f"shift, stated loop = {shift_loop:.6f} a")
print(f"shift, displaced enclosing loop = {shift_displaced:.6f} a")
print(f"shift, loop missing the point = {abs(shift_missing):.6f} a")
print(f"shift, reversed loop = {shift_back:.6f} a")
print(f"shift, loop run twice = {shift_twice:.6f} a")
print(f"integrated curvature = {total_curvature:.8f} electrons")
for T, number in zip(durations, crossed):
    print(f"cycle of {T:4.0f} fs: crossed = {number:.7f} electrons")
print(f"centre shift = {shift_loop*a:.4f} nm")
print(f"polarization change = {-shift_loop*const.e:.6e} C (dipole/length)")
print(f"rough basal lattice constant = {basal:.2f} nm")
print(f"area per chain = {area:.4f} nm^2")
print(f"sheet polarization change = {-shift_loop*sheet:.1f} uC/cm2")
print(f"drive frequency = {frequency/1e9:.0f} GHz")
print(f"current magnitude per chain = {const.e*frequency*1e9:.4f} nA")
print(f"drive quantum / gap = {photon/min(gaps):.2e}")
print(f"temperature = {temperature:.0f} K")
print(f"thermally excited electrons per cell, at most = {excited:.1e}")
print(f"static field = {field*10:.1f} MV/cm")
print(f"field energy per cell = {field*a:.3f} eV")
print(f"tunnelling probability per zone crossing = {tunnel_loop:.1e}")
print(f"tunnelling test, evolved = {tunnel_evolved:.4f}")
print(f"tunnelling test, formula = {tunnel_formula:.4f}")
print(f"disorder half-width = {half_width:.2f} eV, ring of 31 cells")
print(f"smallest gap of disordered ring = {ring_gap:.3f} eV")
print(f"electrons pumped in disordered ring = {ring[-1]-ring[0]:.6f}")
print("verified")
```

It prints:

```
mean hopping t = 2.00 eV
hopping amplitude d0 = 0.85 eV
site-energy amplitude D0 = 1.70 eV
cell length a = 0.52 nm
smallest gap on loop = 3.4000 eV
largest value of the minimum gap on loop = 3.4000 eV
theta =   0 deg: centre = 0.25000 a
theta =  45 deg: centre = 0.38754 a
theta =  90 deg: centre = 0.50000 a
theta = 135 deg: centre = 0.61246 a
theta = 180 deg: centre = 0.75000 a
theta = 225 deg: centre = 0.88754 a
theta = 270 deg: centre = 1.00000 a
theta = 315 deg: centre = 1.11246 a
theta = 360 deg: centre = 1.25000 a
worst |closed form - Berry phase| = 1.8e-08 a
shift, stated loop = 1.000000 a
shift, displaced enclosing loop = 1.000000 a
shift, loop missing the point = 0.000000 a
shift, reversed loop = -1.000000 a
shift, loop run twice = 2.000000 a
integrated curvature = 1.00000000 electrons
cycle of    1 fs: crossed = 0.6402685 electrons
cycle of    3 fs: crossed = 1.0007912 electrons
cycle of   10 fs: crossed = 0.9999259 electrons
cycle of   30 fs: crossed = 0.9998988 electrons
centre shift = 0.5200 nm
polarization change = -1.602177e-19 C (dipole/length)
rough basal lattice constant = 0.32 nm
area per chain = 0.0887 nm^2
sheet polarization change = -180.7 uC/cm2
drive frequency = 10 GHz
current magnitude per chain = 1.6022 nA
drive quantum / gap = 1.22e-05
temperature = 500 K
thermally excited electrons per cell, at most = 4.4e-19
static field = 3.0 MV/cm
field energy per cell = 0.156 eV
tunnelling probability per zone crossing = 2.3e-13
tunnelling test, evolved = 0.3654
tunnelling test, formula = 0.3653
disorder half-width = 0.50 eV, ring of 31 cells
smallest gap of disordered ring = 3.113 eV
electrons pumped in disordered ring = 1.000000
verified
```
